# Why hydrogen dopes indium-oxide-like films but compensates dopants in MgO

If every hydrogen atom in an oxide is counted as a donor, two predictions fail. A hydrogen-rich wide-gap insulator is expected to conduct, and a heavily hydrogenated semiconductor is expected to gain electrons without limit. Both errors come from assuming that hydrogen always gives up its electron. It can do so and become H⁺, but it can also take another and become H⁻. The outcome depends on where the host's conduction edge lies relative to the level at which these two states exchange stability.

## The level and its sign convention

Energies are measured from vacuum, so a bound electron has negative energy. Let \(E_+\), \(E_0\) and \(E_-\) be the energies of the host with hydrogen in its three charge states, each relaxed, apart from a common reference. Electrons are exchanged with a reservoir at the Fermi level \(E_F\). Making H⁺ puts one electron into the reservoir, at energy \(+E_F\); making H⁻ takes one out, at \(-E_F\). The two costs are equal at \(E_F=e_H\):

\[
E_+ + e_H = E_- - e_H \quad\Rightarrow\quad e_H=\frac{E_- - E_+}{2}.
\]

This is the (+/−) level. Below it H⁺ is favoured over H⁻, above it the reverse.

The neutral state matters through \(U=E_+ + E_- - 2E_0\). With the mean \(\bar E=(E_+ + E_-)/2\), the definitions give \(E_+=\bar E-e_H\), \(E_-=\bar E+e_H\) and \(E_0=\bar E-U/2\). Relative to \(\bar E\), the three costs are therefore

\[
\mathrm{H}^+:\ E_F-e_H,\qquad \mathrm{H}^0:\ -U/2,\qquad \mathrm{H}^-:\ -(E_F-e_H).
\]

The neutral state is lowest when \(|E_F-e_H|<U/2\), a window of width \(U\). For negative \(U\) the window does not exist. That case is assumed here, with \(U=-2\) eV as a chosen value.

The alignment \(e_H\approx-4.5\) eV is an empirical input, with a scatter between hosts of at least some tenths of an eV. It is not a law.

## Why the level need not follow the band edges

In free space the bare proton has zero energy, and the hydride ion has a computed energy of −0.5277 hartree, within 0.0001 hartree of the converged value. Half of this gives a free-atom level of −7.18 eV. With −1/2 hartree for the neutral atom, \(U_{\rm free}=-0.5277+1=0.472\) hartree, or 12.85 eV, so free neutral hydrogen is stable.

Let the host lower the energies of H⁺, H⁰ and H⁻ by \(S_+\), \(S_0\) and \(S_-\). Substitution into the definitions gives

\[
e_H=e_{\rm free}+\frac{S_+-S_-}{2},\qquad U=U_{\rm free}-(S_+ + S_- -2S_0).
\]

A level at −4.5 eV requires \(S_+-S_-=2(7.18-4.50)=5.36\) eV. With \(U=-2\) eV and \(S_0=0\), the sum is 14.85 eV, hence \(S_+=10.1\) eV and \(S_-=4.75\) eV. The host must stabilize the proton more strongly than the hydride ion.

A one-electron bond model shows how the difference \(S_+-S_-\) can be similar in different hosts if their couplings to hydrogen are similar. It does not reproduce the separate values above, which rest on the choices of \(U\) and \(S_0\). Hydrogen breaks an anion–cation bond. H⁺ binds to the anion orbital, at energy \(a\), and leaves the cation orbital, at \(c\), empty. H⁻ binds to the cation orbital and leaves the anion orbital doubly filled. The cost of breaking the host bond is the same in both cases and cancels. The hydrogen orbital is placed at \(e_{\rm free}\), so that two electrons on it have the energy of the free hydride ion.

Let \(b_a\) and \(t_a\) be the bonding and antibonding energies of the anion–hydrogen pair, and \(b_c\) the bonding energy of the cation–hydrogen pair. Then \(E_+=2b_a\) and \(E_-=2b_c+2a\), so

\[
e_H=b_c+a-b_a .
\]

The eigenvalues of a two-orbital matrix add up to its trace: \(b_a+t_a=a+e_{\rm free}\). Hence \(a-b_a=t_a-e_{\rm free}\). Writing \(t_a=e_{\rm free}+d_a\) and \(b_c=e_{\rm free}-d_c\) gives

\[
e_H=e_{\rm free}+d_a-d_c .
\]

The anion pushes the level up and the cation pushes it down. For couplings \(V_a\) and \(V_c\),

\[
d_j=\sqrt{h_j^2+V_j^2}-h_j,\qquad h_a=\frac{e_{\rm free}-a}{2},\quad h_c=\frac{c-e_{\rm free}}{2}.
\]

Differentiation, with \(dh_a/da=-1/2\) and \(dh_c/dc=+1/2\), gives

\[
\frac{\partial e_H}{\partial a}=\frac12\left(1-\frac{h_a}{\sqrt{h_a^2+V_a^2}}\right),\qquad
\frac{\partial e_H}{\partial c}=\frac12\left(1-\frac{h_c}{\sqrt{h_c^2+V_c^2}}\right).
\]

Both slopes are below one half when \(h_a,h_c>0\), that is, when the hydrogen orbital lies between the host orbitals.

The two hosts compared below are an indium-oxide-like film, with electron affinity \(\chi=4.8\) eV and gap 2.9 eV, and MgO, with \(\chi=0.9\) eV and gap 7.8 eV. These are rough values. The valence and conduction edges stand in for \(a\) and \(c\), and the couplings are held at \(V_a=3.7\) eV and \(V_c=1.5\) eV. The film then has \(d_a=3.45\) eV and \(d_c=0.72\) eV, and MgO has 3.02 and 0.34 eV. The levels are −4.46 and −4.50 eV, although the conduction edges differ by 3.9 eV. From film to MgO both pushes weaken by similar amounts, and the changes nearly cancel.

The couplings were chosen to place the level near −4.5 eV, so the model does not explain the value. For hosts whose valence edge lies below \(e_{\rm free}\) and whose conduction edge lies above it, the model shows why, at fixed couplings, the level follows each edge by less than half of that edge's shift. With a valence edge above \(e_{\rm free}\), the level follows that edge more strongly and can lie far from −4.5 eV. The near-cancellation also relies on the valence edge falling while the conduction edge rises. In the film the slopes are 0.46 for \(a\) and 0.19 for \(c\), so a small upward shift of both edges together would raise the level by about two thirds of that shift. Across nine coupling pairs (\(V_a=3.0,3.7,4.5\) eV; \(V_c=1.0,1.5,2.5\) eV), each applied to both hosts, the levels of the two hosts differ by at most 0.29 eV. This agreement depends on using the same couplings in both: raising \(V_a\) by 10% in MgO alone would raise its level by 0.36 eV. The model omits the repulsion energy needed to describe H⁰, so it does not determine \(U\).

It does show what a low conduction edge changes. Compare H⁻ with H⁺ plus two electrons in the cation level:

\[
(2b_a+2c)-(2b_c+2a)=2(c-e_H).
\]

If \(c<e_H\), the electrons prefer the host. The difference is −0.69 eV in the film. In MgO the cation level is so high that the two electrons would instead enter the antibonding orbital at \(t_a\). The difference is then \(2(b_a+t_a-b_c-a)=2(e_{\rm free}-b_c)=2d_c=0.68\) eV, and H⁻ is preferred.

## From the level to the carrier density

Let \(N\) be the total density of isolated hydrogen, held fixed, and let charge states and carriers be in equilibrium. Set \(x=(E_F-e_H)/kT\) and give H⁺ and H⁻ equal numbers of sites. Their Boltzmann weights are \(e^{-x}\) and \(e^{x}\). The neutral weight, \(2e^{U/2kT}\) including spin, is of order \(10^{-17}\) at 300 K and is dropped. The mean charge per hydrogen, in units of the elementary charge, is

\[
\frac{e^{-x}-e^{x}}{e^{-x}+e^{x}}=-\tanh x .
\]

With electron density \(n\), hole density \(p\), and \(D\) the density of other ionized donors minus acceptors, neutrality requires \(p-n+D-N\tanh x=0\), or

\[
n-p=D-N\tanh\frac{E_F-e_H}{kT}.
\]

This one equation covers both kinds of behaviour.

**Low conduction edge.** Take \(D=0\) and negligible holes. Multiplying the numerator and denominator of \(-\tanh x\) by \(e^{x}\) gives

\[
n=N\,\frac{1-r}{1+r},\qquad r=e^{2x}=\frac{[\mathrm H^-]}{[\mathrm H^+]}.
\]

While \(E_F\) stays several \(kT\) below \(e_H\), \(r\) is small and \(n\approx N\). As \(N\) grows, \(E_F\) rises towards \(e_H\) and added hydrogen divides almost equally between H⁺ and H⁻. The electron density then approaches the value the band holds at \(E_F=e_H\). If the electrons are nondegenerate, \(n=N_c e^{(E_F+\chi)/kT}\), with \(N_c\) the effective density of states. Dividing by the same expression at \(E_F=e_H\) gives

\[
r=\left(\frac{n}{n_*}\right)^2,\qquad n_*=N_c\,e^{(\chi+e_H)/kT}.
\]

For a degenerate parabolic band of mass \(m\), with the level a height \(\Delta=\chi+e_H>0\) above the edge, the ceiling at low temperature is the number of states filled up to \(\Delta\):

\[
n_{\max}\approx\frac{(2m\Delta)^{3/2}}{3\pi^2\hbar^3}.
\]

**Deep level.** In MgO the level lies 3.60 eV below the conduction edge and 4.20 eV above the valence edge. Carriers are negligible, and for \(|D|<N\) neutrality becomes \(N\tanh x=D\), or

\[
E_F=e_H+kT\,\operatorname{artanh}\frac{D}{N}.
\]

Added donors are compensated by an excess of H⁻ and added acceptors by an excess of H⁺. This is amphoteric behaviour. Once \(|D|\) exceeds \(N\), hydrogen can no longer balance the dopants and the formula fails.

## How large the effects are

For the film, \(\Delta=4.8-4.5=0.30\) eV. With an electron mass of 0.2 free-electron masses at 300 K, \(N=10^{19}\) cm⁻³ puts \(E_F\) 0.077 eV above the conduction edge. This is still 0.22 eV below \(e_H\), so activation is essentially complete. At \(N=10^{20}\) cm⁻³, \(n=6.1\times10^{19}\) cm⁻³; the H⁻ fraction is \((1-0.613)/2=0.19\). Ten times more hydrogen raises \(n\) only to \(6.7\times10^{19}\) cm⁻³, at the ceiling. The nondegenerate formula would put that ceiling at \(2.5\times10^{23}\) cm⁻³, so Fermi statistics are essential here. These values count isolated centres only. If H⁺ and H⁻ pair in equilibrium, a screened Coulomb estimate with a contact distance of 0.3 to 0.4 nm gives \(n\approx3\)–\(4\times10^{19}\) cm⁻³ for a total hydrogen density of \(10^{20}\) cm⁻³ and \(4\)–\(5\times10^{19}\) cm⁻³ for \(10^{21}\) cm⁻³. At \(10^{19}\) cm⁻³ pairing changes nothing, because H⁻ is practically absent.

For MgO with \(N=10^{19}\) and \(D=2\times10^{18}\) cm⁻³, \(D/N=0.2\) and \(E_F-e_H=25.85\times0.203=5.2\) meV if all centres share the same level. The random potential of so many charged centres can spread the levels by tens of meV, so the shift itself is uncertain. The fractions are not, because neutrality fixes them: hydrogen is 40% H⁺ and 60% H⁻. Reversing the sign of \(D\) exchanges the fractions.

The border between the two behaviours is not fixed at \(\chi=4.5\) eV. Half activation, \(n=N/2\), means \((1-r)/(1+r)=1/2\), so \(r=1/3\) and \(E_F=e_H-(kT/2)\ln3\). If \(\mu(n)\) is the Fermi level measured from the conduction edge, then also \(E_F=-\chi+\mu(N/2)\). Equating the two gives

\[
\chi_{1/2}=-e_H+\mu(N/2)+\frac{kT}{2}\ln3 .
\]

With the film's mass at 300 K, this is 4.42 eV for \(N=10^{17}\) cm⁻³ and 4.55 eV for \(10^{19}\) cm⁻³. At the higher density, \(\chi=4.5\) eV gives 15% activation and \(\chi=4.2\) eV only \(2\times10^{-6}\). Only \(\chi+e_H\) matters while holes are negligible. If the film's true level were 0.3 eV lower than assumed, activation at this density would therefore fall from nearly 100% to 15%; if it were 0.3 eV higher, activation would stay complete.

## Real films and practical use

Hydrogen is an established source of electrons in indium oxide, and hydrogen-doped films with roughly \(10^{20}\) electrons per cm³ are used as transparent conductors. The model ceiling has this order of magnitude, but rests on rough parameters. Moving the level down or up by 0.2 eV changes the ceiling to \(1.4\times10^{19}\) or \(1.4\times10^{20}\) cm⁻³. With the level kept at −4.5 eV, a nonparabolicity of 0.4 eV⁻¹ raises the ceiling to \(8.0\times10^{19}\) cm⁻³. Amorphous films also break the assumption of a single level. For \(N=10^{19}\) cm⁻³, a Gaussian spread of 0.1 eV lowers activation to 97%, and one of 0.2 eV to 76%. Hydrogen in molecules or bound to other defects is outside \(N\), so a measured total hydrogen content is not the donor density.

Other corrections leave the film a donor at this density. In a zero-temperature estimate without screening by the electrons, exchange among \(10^{19}\) electrons per cm³ lowers the bottom of the conduction band by 0.07 eV for a dielectric constant of 9 (0.15 eV for a value of 4), and states at the Fermi level by half as much. If \(e_H\) stays put, exchange favours donor action and also raises the ceiling, in the same estimate to \(9\times10^{19}\) cm⁻³ (\(1.4\times10^{20}\) cm⁻³ for a dielectric constant of 4). The shallow state that H⁺ could bind lies about 34 meV deep, but \(10^{19}\) cm⁻³ exceeds the estimated Mott density of \(1.3\times10^{18}\) cm⁻³, so freeze-out is not expected. Four times as many sites for one charge state as for the other would shift the effective level by 18 meV.

In MgO the equilibrium assumption is the weak point. For \(D=0\) the computed electron density is about \(10^{-42}\) cm⁻³ at 300 K, meaning none, and \(6\times10^{7}\) cm⁻³ at 1500 K. The latter value uses the room-temperature band edges; even a conduction edge 1.2 eV lower would raise it only to about \(6\times10^{11}\) cm⁻³, still far below the hydrogen density. At room temperature there are practically no carriers through which isolated centres could exchange charge with the bands, so their charge states are likely to be those set during growth, heating or carrier injection. H⁺ and H⁻ also attract, by about 0.5 eV at 0.3 nm in a simple dielectric estimate, so pairing or H₂ formation can remove isolated centres. In the example with \(D/N=0.2\), equilibrium pairing at 300 K would bind nearly all H⁺, about 80% of the hydrogen, and move \(E_F\) roughly 0.06 to 0.1 eV above \(e_H\) instead of 5 meV; at 1500 K only a few percent would be paired.

For design, these results suggest the following:

- Compare the conduction edge \(-\chi\) with \(e_H\) on the same vacuum reference. If they differ by no more than the scatter of the alignment, which is at least some tenths of an eV, calculate the level for the actual host, because the general alignment cannot decide.
- In a transistor channel with \(\Delta\) well above both \(kT\) and the spread of hydrogen levels, control isolated hydrogen as a donor: once any net acceptors are compensated, and well below the ceiling, each one adds up to one free electron. Below the Mott density the shallow state holds back part of them: with a 34 meV binding energy at 300 K, about 97% are ionized at \(10^{16}\) cm⁻³ and about 80% at \(10^{17}\) cm⁻³.
- In a transparent conductor, stop adding hydrogen where the measured conductivity peaks. Because charged centres scatter electrons, this can happen before the electron density levels off; the computed ceiling is too sensitive to \(e_H\) to set this point. Beyond the ceiling, extra isolated hydrogen adds charged centres but few electrons. If other donors alone would put the electron density above the ceiling, hydrogen lowers it towards the ceiling.
- In MgO, treat hydrogen as a compensating centre, not as a source of conduction electrons.

The numerical output lists the remaining values.

## Numbers as computed

```
H- energy, correlated expansion: -0.52767 hartree
H- energy, Gaussian basis: -0.52714 hartree
free-atom (+/-) level: -7.18 eV; free U: 12.85 eV
input host level: -4.5 eV; input host U: -2.0 eV
needed S+ - S-: 5.36 eV; S+ + S-: 14.85 eV (S0=0)
needed S+: 10.11 eV; S-: 4.75 eV
bond model couplings: anion 3.7 eV, cation 1.5 eV
film: chi 4.8 eV, gap 2.9 eV, masses 0.2, 2.0 m_e
  valence edge -7.7 eV; bond-model level -4.46 eV
  push up 3.45 eV, push down 0.72 eV
  slopes: anion 0.46, cation 0.19
  4-electron energy, H at anion minus at cation: -0.69 eV
MgO: chi 0.9 eV, gap 7.8 eV, masses 0.4, 2.0 m_e
  valence edge -8.7 eV; bond-model level -4.50 eV
  push up 3.02 eV, push down 0.34 eV
  slopes: anion 0.40, cation 0.05
  4-electron energy, H at anion minus at cation: 0.68 eV
largest film-MgO level difference, 9 coupling pairs: 0.29 eV
T = 300 K, kT = 0.02585 eV; film Nc = 2.24e+18 cm^-3
film: level above conduction edge by 0.30 eV
film N=1e+18: n=1.00e+18 cm^-3, n/N=1.000, EF-EC=-0.017 eV
film N=1e+19: n=1.00e+19 cm^-3, n/N=1.000, EF-EC=0.077 eV
film N=1e+20: n=6.13e+19 cm^-3, n/N=0.613, EF-EC=0.282 eV
film N=1e+21: n=6.68e+19 cm^-3, n/N=0.067, EF-EC=0.298 eV
film H- fraction at N=1e19: 3.2e-08
film ceiling: 6.74e+19 cm^-3; zero-T formula 6.67e+19
Boltzmann ceiling (invalid here): 2.5e+23 cm^-3
chi=4.2 eV, N=1e19: n=2.05e+13 cm^-3, n/N=2.0e-06
chi=4.5 eV, N=1e19: n=1.52e+18 cm^-3, n/N=1.5e-01
chi=4.8 eV, N=1e19: n=1.00e+19 cm^-3, n/N=1.0e+00
chi=5.1 eV, N=1e19: n=1.00e+19 cm^-3, n/N=1.0e+00
half activation for N=1e+17 cm^-3: chi=4.416 eV
half activation for N=1e+19 cm^-3: chi=4.555 eV
MgO D=-2e+18: EF-level=-5.24 meV, H+ 0.60, H- 0.40
MgO D=0e+00: EF-level=0.00 meV, H+ 0.50, H- 0.50
MgO D=2e+18: EF-level=5.24 meV, H+ 0.40, H- 0.60
MgO level below conduction edge: 3.60 eV
MgO level above valence edge: 4.20 eV
MgO electrons, D=0: 300 K 2.1e-42, 1500 K 5.7e+07 cm^-3
nonparabolicity 0.4/eV: film ceiling 8.03e+19 cm^-3
level spread 0.1 eV, N=1e19: n/N=0.971, H- 0.014
level spread 0.2 eV, N=1e19: n/N=0.764, H- 0.118
film n/N at 500 K, N=1e19: 1.000
exchange lowering of film edge: 0.068 eV (eps 9.0)
shallow donor binding: 34 meV; Mott density 1.3e+18 cm^-3
level shift for site ratio 4: 18 meV
H+/H- attraction in MgO at 0.3 nm: 0.49 eV (eps 9.8)
```
